# First-order Stark shift of hydrogen from separation in parabolic coordinates: verification in Python

```python
"""Linear Stark effect of hydrogen from separation in parabolic coordinates.

Result under test: for H = p^2/(2m) - e^2/r + e F z (Gaussian units),
    first-order shift = (3/2) n (n1 - n2) e a F,   a = hbar^2/(m e^2),
with n = n1 + n2 + |M| + 1, xi = r + z, eta = r - z.
n1, n2: numbers of nodes in xi and eta; M: magnetic quantum number.
kappa = sqrt(-2 m E)/hbar; beta1, beta2: separation constants, sum = 1.
Numerical work uses atomic units (hbar = m = e = a = 1); the physical
example is converted with Gaussian constants.
"""
from collections import Counter
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import (eval_genlaguerre, gammaln, lpmv,
                           roots_genlaguerre, roots_legendre)


# ---------- separation, checked against Cartesian derivatives ----------
def check_separation():
    x, y, z, u = sp.symbols("x y z u", positive=True)
    hbar, m, e, F, E = [sp.Rational(k, 10) for k in (13, 7, 11, 3, -4)]
    M = 2
    r = sp.sqrt(x**2 + y**2 + z**2)
    f = u**sp.Rational(13, 10) * sp.exp(-2*u/5)
    g = (1 + u**2) * sp.exp(-u/3)
    phase = ((x + sp.I*y) / sp.sqrt(x**2 + y**2))**M
    psi = f.subs(u, r + z) * g.subs(u, r - z) * phase
    laplacian = sum(sp.diff(psi, q, 2) for q in (x, y, z))
    residual = -hbar**2/(2*m)*laplacian + (-e**2/r + e*F*z - E)*psi
    point = {x: sp.Rational(7, 10), y: sp.Rational(2, 5),
             z: sp.Rational(3, 10)}
    xi = (r + z).subs(point)
    eta = (r - z).subs(point)
    left = complex(sp.N((residual/psi).subs(point), 25))
    left *= float(-m*(xi + eta)/(2*hbar**2))

    def one_side(function, value, field):
        expr = (sp.diff(u*sp.diff(function, u), u)/function
                - sp.Integer(M)**2/(4*u) + m*E*u/(2*hbar**2)
                - m*e*field*u**2/(4*hbar**2))
        return float(sp.N(expr.subs(u, value), 25))

    right = (one_side(f, xi, F) + one_side(g, eta, -F)
             + float(m*e**2/hbar**2))
    assert abs(left - right) < 1e-10

    a1, a2, phi = sp.symbols("a1 a2 phi", positive=True)
    rho = sp.sqrt(a1*a2)
    cart = sp.Matrix([rho*sp.cos(phi), rho*sp.sin(phi), (a1 - a2)/2])
    det = cart.jacobian([a1, a2, phi]).det()
    val = float(det.subs({a1: 1.7, a2: 0.6, phi: 0.8}))
    assert abs(abs(val) - (1.7 + 0.6)/4) < 1e-12


check_separation()


# ---------- one-dimensional eigenvalue problem for beta ----------
def beta_numeric(nodes, M, kappa, field, size=24):
    """Eigenvalue number `nodes` of the separated equation, from its weak
    form in a Laguerre basis whose length scale differs from 1/kappa."""
    scale = 1.3*kappa
    alpha = max(M - 1, 0)
    t, w = roots_genlaguerre(size + 5, alpha)
    weight = w*np.exp(t)*t**(-float(alpha))/scale
    envelope = t**(M/2)*np.exp(-t/2)
    u, du = [], []
    for k in range(size):
        norm = np.exp(0.5*(gammaln(k + 1) - gammaln(k + M + 1)))
        value = norm*envelope*eval_genlaguerre(k, M, t)
        slope = (M/(2*t) - 0.5)*value
        if k > 0:
            slope = slope - norm*envelope*eval_genlaguerre(k-1, M+1, t)
        u.append(value)
        du.append(scale*slope)
    u, du = np.array(u), np.array(du)
    xi = t/scale
    potential = M**2/(4*xi) + kappa**2*xi/4 + field*xi**2/4
    operator = (du*weight*xi) @ du.T + (u*weight*potential) @ u.T
    overlap = (u*weight) @ u.T
    return eigh(operator, overlap, eigvals_only=True)[nodes]


def moment2(k, M):
    """Derived value of kappa^2 <xi^2>."""
    return 6*k*k + 6*k*M + 6*k + M*M + 3*M + 2


for M in range(4):
    t, w = roots_genlaguerre(20, M)
    for k in range(4):
        p = eval_genlaguerre(k, M, t)
        q = eval_genlaguerre(k + 1, M, t)
        pp, qq = np.sum(w*p*p), np.sum(w*q*q)
        assert abs(np.sum(w*t*t*p*p)/pp - moment2(k, M)) < 1e-8
        # coefficients of the three-term recursion for x L_k
        assert abs(np.sum(w*t*p*p)/pp - (2*k + M + 1)) < 1e-9
        assert abs(np.sum(w*t*p*q)/qq + (k + 1)) < 1e-9
        assert abs(np.sum(w*t*p*q)/pp + (k + M + 1)) < 1e-9
        kap = 0.8
        b0 = beta_numeric(k, M, kap, 0.0)
        assert abs(b0 - kap*(k + (M + 1)/2)) < 1e-9
        h = 1e-6
        slope = (beta_numeric(k, M, kap, h)
                 - beta_numeric(k, M, kap, -h))/(2*h)
        assert abs(slope - moment2(k, M)/(4*kap**2)) < 1e-4


# ---------- energy from the constraint beta1 + beta2 = 1 ----------
def kappa_numeric(n1, n2, M, field):
    n = n1 + n2 + M + 1

    def excess(kappa):
        return (beta_numeric(n1, M, kappa, field)
                + beta_numeric(n2, M, kappa, -field) - 1)
    return brentq(excess, 0.9/n, 1.1/n, xtol=1e-15, rtol=1e-14)


def energy_numeric(n1, n2, M, field):
    return -kappa_numeric(n1, n2, M, field)**2/2


for n1, n2, M in [(0, 0, 0), (1, 0, 0), (0, 1, 1), (2, 0, 1),
                  (1, 3, 0), (3, 0, 1), (1, 1, 2)]:
    n = n1 + n2 + M + 1
    h = 1e-6
    slope = (energy_numeric(n1, n2, M, h)
             - energy_numeric(n1, n2, M, -h))/(2*h)
    assert abs(slope - 1.5*n*(n1 - n2)) < 2e-3


# ---------- independent road: z inside the shell, spherical basis ----------
def shell_z_eigenvalues(n, m):
    t, w = roots_genlaguerre(20, 0)
    c, wc = roots_legendre(20)
    radial, angular = [], []
    for l in range(m, n):
        R = t**l*eval_genlaguerre(n - l - 1, 2*l + 1, t)
        P = lpmv(m, l, c)
        radial.append(R/np.sqrt(np.sum(w*t**2*R*R)))
        angular.append(P/np.sqrt(np.sum(wc*P*P)))
    radial, angular = np.array(radial), np.array(angular)
    matrix = ((radial*w*t**3) @ radial.T)*(n/2)
    matrix = matrix*((angular*wc*c) @ angular.T)
    return np.linalg.eigvalsh(matrix)


for n in range(1, 6):
    counts = Counter()
    for m in range(-(n - 1), n):
        M = abs(m)
        eig = shell_z_eigenvalues(n, M)
        total = n - 1 - M
        formula = sorted(1.5*n*(2*n1 - total) for n1 in range(total + 1))
        assert np.allclose(eig, formula, atol=1e-8)
        counts.update(int(round(v/(1.5*n))) for v in eig)
    assert len(counts) == 2*n - 1
    assert all(counts[k] == n - abs(k) for k in range(-n + 1, n))
multiplet = counts  # the last shell treated is n = 5


# ---------- mean displacement in a parabolic state ----------
def mean_z(n1, n2, M):
    n = n1 + n2 + M + 1
    t, w = roots_genlaguerre(20, M)
    f2 = w*eval_genlaguerre(n1, M, t)**2
    g2 = w*eval_genlaguerre(n2, M, t)**2
    xi, eta = np.meshgrid(n*t, n*t, indexing="ij")
    density = np.outer(f2, g2)*(xi + eta)
    return np.sum(density*(xi - eta)/2)/np.sum(density)


for state in [(3, 0, 1), (0, 2, 0), (1, 2, 1), (1, 1, 2)]:
    n = sum(state) + 1
    assert abs(mean_z(*state) - 1.5*n*(state[0] - state[1])) < 1e-8

# ---------- worked example in Gaussian units ----------
hbar = const.hbar*1e7                 # erg s
mass = const.m_e*1e3                  # g
charge = const.e*const.c*10           # statcoulomb
erg_per_eV = const.e*1e7
a = hbar**2/(mass*charge**2)          # cm
assert abs(a/(const.value("Bohr radius")*100) - 1) < 1e-8
field = 30.0                          # statvolt/cm
field_SI = field*const.c*1e-4         # V/m
F = field*a**2/charge                 # atomic units
hartree_ueV = charge**2/a/erg_per_eV*1e6
n1, n2, M = 3, 0, 1
n = n1 + n2 + M + 1
kappa0 = 1/(n*a)
E0 = -charge**2/(2*a*n**2)/erg_per_eV
xi2, eta2 = moment2(n1, M)/kappa0**2, moment2(n2, M)/kappa0**2
dbeta1 = field*xi2/(4*charge)
dbeta2 = -field*eta2/(4*charge)
dkappa = -(dbeta1 + dbeta2)/(n*a)
shift = -hbar**2*kappa0*dkappa/mass/erg_per_eV*1e6
unit = charge*a*field/erg_per_eV*1e6
# the same energy e a F through SI quantities
assert abs(unit/(const.value("Bohr radius")*field_SI*1e6) - 1) < 1e-8
assert abs(shift/(1.5*n*(n1 - n2)*unit) - 1) < 1e-12

kp, km = kappa_numeric(n1, n2, M, F), kappa_numeric(n1, n2, M, -F)
full_shift = (-kp**2/2 + 1/(2*n**2))*hartree_ueV
remainder = full_shift - shift
assert abs(remainder/shift) < 5e-3
net1 = dbeta1 + a*dkappa*(n1 + (M + 1)/2)
net2 = dbeta2 + a*dkappa*(n2 + (M + 1)/2)
num1 = (beta_numeric(n1, M, kp, F) - beta_numeric(n1, M, km, -F))/2
num2 = (beta_numeric(n2, M, kp, -F) - beta_numeric(n2, M, km, F))/2
assert abs(num1/net1 - 1) < 2e-3 and abs(num2/net2 - 1) < 2e-3


def leftover(strength):
    return (energy_numeric(n1, n2, M, strength) + 1/(2*n**2)
            - 1.5*n*(n1 - n2)*strength)


# quadratic remainder: halving the field divides it by about four;
# the tolerance allows for the cubic term
ratio = leftover(1e-5)/leftover(5e-6)
assert abs(ratio - 4) < 0.12

# conditions of validity
best = minimize_scalar(lambda r: 1/r + F*r, bounds=(1, 5000),
                       method="bounded", options={"xatol": 1e-6})
saddle = -best.fun*hartree_ueV*1e-6
saddle_formula = -2*charge*np.sqrt(charge*field)/erg_per_eV
assert abs(saddle/saddle_formula - 1) < 1e-8
assert E0 + shift*1e-6 < saddle


def dirac_energy(j):
    """Field-free Dirac level of the shell n, in eV, rest energy included."""
    k = j + 0.5
    al = const.fine_structure
    eff = n - k + np.sqrt(k*k - al*al)
    return const.m_e*const.c**2/const.e/np.sqrt(1 + (al/eff)**2)


fine = (dirac_energy(n - 0.5) - dirac_energy(0.5))*1e6
shell_gap = (0.5/n**2 - 0.5/(n + 1)**2)*hartree_ueV*1e-6
spacing = 1.5*n*unit
assert 0 < fine < 0.05*spacing
assert (n - 1)*spacing*1e-6 < 0.1*shell_gap

print(f"Field F = {field:.1f} statvolt/cm = {field_SI:.4e} V/m")
print(f"Field in units of e/a^2 = {F:.4e}")
print(f"Bohr radius a = {a:.5e} cm")
print(f"Energy e a F = {unit:.4f} micro-eV")
print(f"State: n1 = {n1}, n2 = {n2}, M = {M}, n = {n}")
print(f"Zero-field energy = {E0:.5f} eV")
print(f"kappa0 * a = {kappa0*a:.4f}")
print(f"Zero-field beta1 = {kappa0*a*(n1+(M+1)/2):.4f}")
print(f"Zero-field beta2 = {kappa0*a*(n2+(M+1)/2):.4f}")
print(f"kappa0^2 <xi^2> = {moment2(n1, M)}")
print(f"kappa0^2 <eta^2> = {moment2(n2, M)}")
print(f"<xi^2>/a^2 = {xi2/a**2:.1f}")
print(f"<eta^2>/a^2 = {eta2/a**2:.1f}")
print(f"Change of beta1 at fixed kappa = {dbeta1:.4e}")
print(f"Change of beta2 at fixed kappa = {dbeta2:.4e}")
print(f"Sum of these changes = {dbeta1+dbeta2:.4e}")
print(f"First-order change of kappa*a = {dkappa*a:.4e}")
print(f"Net first-order change of beta1 = {net1:.4e}")
print(f"Net first-order change of beta2 = {net2:.4e}")
print(f"Numerical odd-in-F change of beta1 = {num1:.4e}")
print(f"Numerical odd-in-F change of beta2 = {num2:.4e}")
GHz = shift*1e-6*const.e/const.h/1e9
print(f"First-order shift = {shift:.2f} micro-eV = {GHz:.2f} GHz")
print(f"Shift from full numerical constraint = {full_shift:.2f} micro-eV")
print(f"Remainder beyond first order = {remainder:.2f} micro-eV")
print(f"Remainder ratio on halving the field = {ratio:.3f}")
print(f"Mean displacement <z>/a by quadrature = {mean_z(n1, n2, M):.3f}")
print(f"Spacing of Stark levels = {spacing:.2f} micro-eV")
for k in range(n - 1, -n, -1):
    print(f"k = {k:+d}: shift {k*spacing:+.2f} micro-eV, "
          f"orbital degeneracy {multiplet[k]}")
print(f"Field-free fine-structure spread, n=5: {fine:.2f} micro-eV")
print(f"Gap from n=5 to n=6 without field: {shell_gap:.4f} eV")
print(f"Classical saddle energy = {saddle:.4f} eV")
print("OK")
```

Printed output:

```
Field F = 30.0 statvolt/cm = 8.9938e+05 V/m
Field in units of e/a^2 = 1.7490e-06
Bohr radius a = 5.29177e-09 cm
Energy e a F = 47.5930 micro-eV
State: n1 = 3, n2 = 0, M = 1, n = 5
Zero-field energy = -0.54423 eV
kappa0 * a = 0.2000
Zero-field beta1 = 0.8000
Zero-field beta2 = 0.2000
kappa0^2 <xi^2> = 96
kappa0^2 <eta^2> = 6
<xi^2>/a^2 = 2400.0
<eta^2>/a^2 = 150.0
Change of beta1 at fixed kappa = 1.0494e-03
Change of beta2 at fixed kappa = -6.5588e-05
Sum of these changes = 9.8382e-04
First-order change of kappa*a = -1.9676e-04
Net first-order change of beta1 = 2.6235e-04
Net first-order change of beta2 = -2.6235e-04
Numerical odd-in-F change of beta1 = 2.6235e-04
Numerical odd-in-F change of beta2 = -2.6235e-04
First-order shift = 1070.84 micro-eV = 258.93 GHz
Shift from full numerical constraint = 1069.52 micro-eV
Remainder beyond first order = -1.32 micro-eV
Remainder ratio on halving the field = 3.984
Mean displacement <z>/a by quadrature = 22.500
Spacing of Stark levels = 356.95 micro-eV
k = +4: shift +1427.79 micro-eV, orbital degeneracy 1
k = +3: shift +1070.84 micro-eV, orbital degeneracy 2
k = +2: shift +713.90 micro-eV, orbital degeneracy 3
k = +1: shift +356.95 micro-eV, orbital degeneracy 4
k = +0: shift +0.00 micro-eV, orbital degeneracy 5
k = -1: shift -356.95 micro-eV, orbital degeneracy 4
k = -2: shift -713.90 micro-eV, orbital degeneracy 3
k = -3: shift -1070.84 micro-eV, orbital degeneracy 2
k = -4: shift -1427.79 micro-eV, orbital degeneracy 1
Field-free fine-structure spread, n=5: 4.64 micro-eV
Gap from n=5 to n=6 without field: 0.1663 eV
Classical saddle energy = -0.0720 eV
OK
```
